# Density at which remote charges break an electron sheet into puddles

A channel treated as uniform at every gate voltage is predicted to conduct, with an ordinary mobility, at densities where its electrons have already withdrawn into separate pools. Dividing the conductance by the mean density then gives a number that describes no connected electron system. The density where this happens is easily misjudged too: the simplest scale for $10^{12}\ \mathrm{cm^{-2}}$ random charges 10 nm away is ten times too high.

The sheet here has a band gap and holds electrons only, so its density $n(\mathbf r)$ cannot be negative. A distant gate fixes the mean density $\bar n$. Independent single charges of one sign, $N$ per unit area, lie in a plane at distance $d$. The electrons are first treated as a classical continuous fluid at low temperature. As $\bar n$ falls, linear screening fails gradually, and nonlinear screening, with emptied areas, takes over. The break-up density $n_c$ is the mean density at which the occupied area ceases to span the sheet.

## Back of the envelope

An area $R^2$ holds $NR^2$ charges on average, with a random excess or deficit of about $\sqrt N R$. To neutralise it, the electron density must change by $\sqrt N/R$. Potential variations much finer than $d$ hardly reach the sheet, so the smallest useful $R$ is of order $d$, which gives

$$\frac{\sqrt N}{d}=\frac{10^6\ \mathrm{cm^{-1}}}{10^{-6}\ \mathrm{cm}}=10^{12}\ \mathrm{cm^{-2}} .$$

The missing number matters. The electron cloud answering one charge has an effective area $8\pi d^2\approx25d^2$, as derived below, so $R$ is really about $5d$. The root-mean-square (rms) density change is therefore

$$\sigma=\sqrt{\frac{N}{8\pi d^2}}\approx0.20\,\frac{\sqrt N}{d}.$$

Suppose that the sheet breaks when half its area is occupied, and that the density there is simply the positive part of a Gaussian variable $s$ of variance $\sigma^2$. The mean density is then

$$n_c\sim\int_0^\infty \frac{s\,e^{-s^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,ds=\frac{\sigma}{\sqrt{2\pi}}=\frac{\sqrt N}{4\pi d}\approx0.08\,\frac{\sqrt N}{d}.$$

This suggests about $10^{11}\ \mathrm{cm^{-2}}$. Cutting off the negative part is not a solution of the electrostatic problem, however, so the coefficient needs a proper calculation.

## Linear response of the sheet

Let the sheet be the boundary between two uniform half-spaces with dielectric constants $\epsilon_1$ and $\epsilon_2$, and let $\kappa=(\epsilon_1+\epsilon_2)/2$. A charge density $e\rho_q$ on the sheet, with in-plane wavevector $q$, produces a potential $A e^{-q|z|}$, since this solves Laplace's equation on both sides. The jump in electric displacement gives

$$\epsilon_0(\epsilon_1+\epsilon_2)qA=e\rho_q,\qquad A=\frac{e\rho_q}{2\epsilon_0\kappa q}.$$

At depth $d$ this potential is smaller by $e^{-qd}$. By reciprocity, a charge at depth $d$ acts on the sheet with the same factor. Measuring energies in units of $e^2/(4\pi\epsilon_0\kappa)$ per unit length, the interaction within the sheet is $K_q=2\pi/q$, and that between sheet and outside charge is $K_qe^{-qd}$.

For one positive charge, perfect screening requires the potential energy of an electron to be constant along the sheet. For $q\ne0$ this means

$$\frac{2\pi}{q}\left(g_q-e^{-qd}\right)=0,\qquad g_q=e^{-qd}.$$

The dielectric constants have cancelled. Because $1/\sqrt{r^2+d^2}$ has the transform $2\pi e^{-qd}/q$, applying $-\partial/\partial d$ and dividing by $2\pi$ gives the cloud in real space:

$$g(r)=\frac{d}{2\pi(r^2+d^2)^{3/2}}.$$

Let $s(\mathbf r)$ be the sum of these clouds minus its mean. In a large area $A_s$ there are $NA_s$ independent charges, each contributing a variance $A_s^{-1}\int g^2d^2r-A_s^{-2}$. The second term vanishes in the sum as $A_s\to\infty$, leaving

$$\sigma^2=N\int g^2d^2r=N\int\frac{d^2q}{(2\pi)^2}e^{-2qd}
=\frac N{2\pi}\int_0^\infty q e^{-2qd}dq=\frac{N}{8\pi d^2}.$$

For the example $\sigma=2.0\times10^{11}\ \mathrm{cm^{-2}}$. If $s$ is Gaussian, linear theory at $\bar n=\sigma$ assigns negative density to about 16% of the area. Nonlinearity is thus already appreciable there, although the sheet need not have broken.

## The controlled problem: density cannot be negative

For negative outside charges $s$ changes sign; the rest is the same. The electron repulsion is $\frac12\int nKn$, and the interaction with the outside charges is $-\int nKs$, because $s$ was defined to produce the same potential on the sheet as they do. Completing the square gives

$$E=\frac12\int(n-s)K(n-s)\,d^2r+\text{constant},$$

where $K$ acts on the parts with $q\ne0$ and the mean is fixed. Let $U=K(n-s)$, and let $\mu$ be the multiplier that fixes the mean. A small change of density costs $\int(U-\mu)\delta n\,d^2r$. Where $n>0$, $\delta n$ may have either sign, so $U=\mu$. Where $n=0$, only $\delta n\ge0$ is allowed, so $U\ge\mu$.

Define $w=U-\mu$, the height of the potential energy above the chemical potential. For $q\ne0$,

$$w_q=\frac{2\pi}{q}(n_q-s_q)\quad\Longrightarrow\quad n_q=s_q+\frac{q}{2\pi}w_q.$$

Restoring the mean gives the complete set of conditions:

$$n=\bar n+s+\frac{|q|}{2\pi}w,\qquad n\ge0,\quad w\ge0,\quad nw=0.$$

They are sufficient as well as necessary, because $E$ is a convex function of $n$.

What depletion does can be read from the real-space form

$$(|q|w)(\mathbf r)=\frac1{2\pi}\int\frac{w(\mathbf r)-w(\mathbf r')}{|\mathbf r-\mathbf r'|^3}d^2r'.$$

To check its factor, apply it to a plane wave. The result is $q\int_0^\infty[1-J_0(x)]x^{-2}dx$, and integration by parts turns the integral into $\int_0^\infty J_1(x)x^{-1}dx=1$. At an occupied point $w(\mathbf r)=0$, so the right-hand side cannot be positive and $n\le\bar n+s$. The occupied area therefore lies inside the area where linear theory gives a positive density.

If $s$ and $-s$ are statistically alike, linear theory puts the loss of spanning at $\bar n=0$. On a square, either the positive region crosses from left to right or the negative region crosses from top to bottom, and at $\bar n=0$ the two are equally likely. For such a symmetric $s$, a threshold well above zero must come from the additional emptying described by $w$. When few clouds overlap, $s$ is skewed and the linear threshold itself moves: at $Nd^2=1$ it lies near $+0.03\sqrt N/d$ for positive charges and $-0.02\sqrt N/d$ for negative ones.

## The scaling law and its coefficient

With lengths in units of $d$, the fluid problem contains only $\bar nd^2$ and $Nd^2$. Hence $n_cd^2=f(Nd^2)$. When $Nd^2\gg1$, many clouds overlap and $s$ becomes Gaussian, with an amplitude proportional to $\sqrt N/d$. Multiplying $\bar n$, $s$, $n$ and $w$ by one positive factor leaves all the conditions satisfied and the occupied area unchanged. The threshold must therefore scale with the amplitude of $s$:

$$\boxed{n_c=c\,\frac{\sqrt N}{d}}.$$

The coefficient was found by solving the constrained problem for random charges in periodic squares of side $32d$, with a grid spacing of $d/2$. In each sample $\bar n$ was varied until left-to-right spanning was lost. The uncertainties below are standard errors over samples.

| Case | $c$ |
|---|---:|
| $Nd^2=1$, positive charges | $0.104\pm0.007$ |
| $Nd^2=1$, negative charges | $0.078\pm0.008$ |
| $Nd^2=16$, positive charges | $0.095\pm0.009$ |
| $Nd^2=16$, linear theory | $0.019\pm0.013$ |

Halving the grid spacing for five of the positive-charge samples changed their mean from 0.101 to 0.099. The result at $Nd^2=16$ agrees with the square-root law within the sampling error. The linear result is compatible with zero, as the symmetry argument requires.

The difference between the two signs is only about 2.4 times its standard error, so it is not firmly established. If real, it may reflect the asymmetry of $s$ when few clouds overlap. The table refers to one box size. A few samples in boxes of side $64d$ and $128d$ give $c$ near 0.10 for positive and 0.09 for negative charges, a shift no larger than the sampling error.

The rough argument gave 0.08, and the constrained calculation gives 0.08 to 0.10. At the threshold for positive charges the occupied fraction is 0.48 here, and 0.43 to 0.46 with another discretisation and larger boxes, slightly below the assumed half. The rough argument thus has the right size, but this agreement does not justify clipping the linear density.

## A monolayer above buried charges

Take parameters in the regime of monolayer MoS₂ on silicon oxide, with vacuum above: effective mass $0.5m_e$, fourfold degeneracy and an oxide constant of 3.9, all rough. Then $\kappa=(1+3.9)/2=2.45$. With $N=10^{12}\ \mathrm{cm^{-2}}$ and $d=10$ nm,

$$n_c=0.104\times10^{12}\ \mathrm{cm^{-2}}
\approx1.0\times10^{11}\ \mathrm{cm^{-2}}
=1.0\times10^{15}\ \mathrm{m^{-2}}$$

for positive charges, and $0.8\times10^{11}\ \mathrm{cm^{-2}}$ for negative ones. In the positive case the potential energy in the emptied area lies on average 55 meV above the chemical potential. This value is not converged to the digits shown: it is about 58 meV in a box of side $64d$ and about 65 meV at $128d$. The passes between puddles can be much lower, and just below $n_c$ the lowest ones are shallow.

**Discrete, correlated electrons.** At $n_c$ an area $d^2$ contains only 0.10 electron, and the mean spacing is 31 nm, or about $3d$. A continuous fluid is therefore doubtful on the scale of the disorder. At $n_c/2$ a puddle holds 17 electrons on an average weighted by electrons. That is about a third of the electrons in the simulated box, so the box limits this number: it rises to roughly 30 at side $64d$ and 40 at $128d$.

The size of the correlation effect follows from a triangular electron lattice, whose energy per electron is $-1.96\sqrt n$ in the units used here. The energy per area is $-1.96n^{3/2}$, and two derivatives give $d\mu/dn=-0.75(1.96)/\sqrt n$. Adding this local term to the screening condition gives

$$\frac{2\pi}{q}(\delta n_q-s_q)+\frac{d\mu}{dn}\delta n_q=0,
\qquad \delta n_q=\frac{s_q}{1+q\ell},
\qquad \ell=\frac1{2\pi}\frac{d\mu}{dn}.$$

At $n_c$, $\ell=-7.3$ nm. At the representative wavevector $q=1/(2d)$ the response grows by a factor of 1.57. If the threshold grew in proportion, with $\ell$ held at this value, it would be about $1.6\times10^{11}\ \mathrm{cm^{-2}}$. This indicates only a direction and a rough size. The electrons fill about half the area, and their local density gives $\ell\approx-5$ nm and a factor of 1.34. At the mean density and $q=1/d$ the factor is 3.7, and the local formula diverges at $q=1/|\ell|$, with about a quarter of the variance $\sigma^2$ lying beyond that wavevector.

**Temperature.** For non-interacting electrons at 300 K and $n_c$ the screening length is 6.8 nm, comparable with $d$, and linear density fluctuations would fall to 0.66 of their perfectly screened rms value. Correlations act in the opposite direction and weaken this reduction. The thermal energy, 26 meV, is also not small beside 55 meV. Electrons then cross the ridges, and a sharp break-up is not expected.

**Smaller effects.** With degenerate screening, which at $n_c$ requires temperatures below about 3 K, the kinetic energy of the electrons changes the linear rms density by about 0.6%, and a gate 300 nm away changes it by about 0.01%. The sheet's own polarisability, with a rough vacuum length of 4 nm, changes the computed threshold by about 1%. Each sample's threshold was located only to a step of about 6%, so no effect is resolved. For a ridge 55 meV high and 10 nm wide the tunnelling exponent is 17, so tunnelling is weak; at low, narrow passes it need not be.

## Where the estimate may be used

The fluid picture improves with distance. Requiring at least one electron per area $d^2$ at threshold means $c\sqrt{Nd^2}\gtrsim1$, or $Nd^2\gtrsim100$ for $c\approx0.1$. With $N$ held at $10^{12}\ \mathrm{cm^{-2}}$, this needs $d\approx100$ nm, where $n_c\approx10^{10}\ \mathrm{cm^{-2}}$, provided the gate is much farther away. In the opposite limit, $Nd^2\ll1$, electrons respond to individual charges and the square-root law should not be used.

A monolayer on bare oxide can have charges at the oxide surface, much closer than the 10 nm chosen here. They lie in that opposite limit, and reducing $d$ in the formula does not repair the estimate. A clean spacer brings a device nearer to the model. If the spacer is hexagonal boron nitride, with rough constants 7 in plane and 3.5 across, Laplace's equation makes the potential decay as $e^{-qz\sqrt{7/3.5}}$. For a uniform half-space of this material $d$ is effectively longer, and $n_c$ is multiplied by 0.71, giving about $0.7\times10^{11}\ \mathrm{cm^{-2}}$. For a spacer lying on oxide, with the charges at their interface, the reduction is somewhat smaller. Traps in the monolayer itself are outside the model and can immobilise further electrons. For a device with $N$ and $d$ near the values of the example, at low temperature, $10^{11}\ \mathrm{cm^{-2}}$ is the order of magnitude at which to stop assuming a connected channel. Uniformity is lost earlier: at $\bar n=\sigma=2\times10^{11}\ \mathrm{cm^{-2}}$ at least about 16% of the area is already empty in the fluid model. Nor does a connected area guarantee conduction, since such dilute, strongly interacting electrons can be pinned by disorder. The numerical output below gives the individual values.

## Computed values

```
random charge density N: 1.0e+12 cm^-2
distance d: 10 nm
N d^2: 1.00
bare scale sqrt(N)/d: 1.00e+12 cm^-2
linear rms coefficient, formula: 0.1995
linear rms coefficient, sampled: 0.1974
linear rms density: 1.99e+11 cm^-2
solver difference, two methods: 3.8e-06 (units 1/d^2)
box side: 32 d; samples: 16 (+), 12 (-)
c, positive charges: 0.104 +- 0.007
c, negative charges: 0.078 +- 0.008
c, five samples, grid d/2: 0.101
c, same samples, grid d/4: 0.099
c at N d^2 = 16: 0.095 +- 0.009
c if depletion is ignored: 0.019 +- 0.013
threshold n_c, positive charges: 1.04e+11 cm^-2
threshold n_c, negative charges: 7.76e+10 cm^-2
threshold n_c, positive charges: 1.04e+15 m^-2
occupied area fraction at n_c: 0.48
mean dielectric constant: 2.45
mean ridge height at n_c: 55.1 meV
electrons per puddle at n_c/2: 17.1
electrons in area d^2 at n_c: 0.10
mean electron spacing at n_c: 31 nm
mass: 0.5 m_e; degeneracy: 4
Fermi energy at n_c: 0.25 meV
Fermi temperature at n_c: 2.9 K
cold screening length: 0.065 nm
rms factor, cold screening: 0.994
thermal energy at 300 K: 25.9 meV
screening length at 300 K: 6.8 nm
rms factor at 300 K: 0.66
interaction parameter r_s at n_c: 68
electron lattice energy coefficient: -1.9605
correlation screening length: -7.3 nm
correlation factor at q = 1/(2d): 1.57
tunnelling exponent, ridge of width d: 17.0
gate distance: 300 nm
rms factor from gate: 0.9999
sheet polarisation length in vacuum: 4 nm
n_c factor from sheet polarisation: 1.01
hBN constants: 7.0 in plane, 3.5 across
n_c factor for hBN spacer: 0.71
```
